# A failing check and its repair

Subject: Breathing frequency of a monolayer on a rigid support.

```python
"""Breathing mode of a monolayer on a support.
Result under test: omega0 = sqrt(K/rho) for an immobile support, where
rho = areal density (kg/m2) and K = interface stiffness (N/m3).
Also tested: a free partner layer, sound radiation into an elastic support
of impedance Z, flexibility inside the layer, and thermal softening.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal

rho = 3.07e-6
K = 5.0e19
to_cm = 1.0 / (2 * np.pi * sc.c * 100)   # rad/s -> cm^-1
omega0 = np.sqrt(K / rho)
nu0 = omega0 * to_cm

# Rough typical parameters for MoS2 and its supports
lattice = 0.316e-9
mass_Mo, mass_S = 95.95, 32.06
gap = 0.30e-9
bending = 10 * sc.e
temperature = 300.0
internal_cm = 400.0
supports = {"sapphire": (3980.0, 11100.0), "silica": (2200.0, 5900.0)}

cell_mass = (mass_Mo + 2 * mass_S) * sc.atomic_mass
rho_lattice = cell_mass / (np.sqrt(3) / 2 * lattice**2)
assert abs(rho_lattice / rho - 1) < 0.01

# Period of small motion in a full 9-3 wall potential, time in ps.
# Energy per area: W * (y^-9 - 3 y^-3) / 2, with y = separation / gap.
adhesion = K * gap**2 / 27


def motion(t, state):
    y = 1 + state[0]
    force = adhesion / gap * 4.5 * (y**-10 - y**-4)
    return [state[1], force / (rho * gap) * 1e-24]


def crossing(t, state):
    return state[0]


crossing.direction = -1
path = solve_ivp(motion, (0, 5), [1e-3, 0], events=crossing,
                 rtol=1e-10, atol=1e-14, max_step=0.02)
period = path.t_events[0][1] - path.t_events[0][0]
nu_numeric = 1e12 / period / (sc.c * 100)
assert abs(nu_numeric / nu0 - 1) < 1e-4

# Two identical free layers
pair = np.array([[K, -K], [-K, K]]) / rho
nu_pair = np.sqrt(np.linalg.eigvalsh(pair)[-1]) * to_cm
assert abs(nu_pair / (np.sqrt(2) * nu0) - 1) < 1e-10


def column_motion(density, speed, times, cell=0.05e-9, count=1000):
    """Gap change for a released layer on a discrete elastic column."""
    spring = density * speed**2 / cell
    mass = np.full(count + 1, density * cell)
    mass[0], mass[1] = rho, density * cell / 2
    diagonal = np.full(count + 1, 2 * spring)
    diagonal[0], diagonal[1], diagonal[-1] = K, K + spring, spring
    bonds = np.full(count, spring)
    bonds[0] = K
    off = -bonds / np.sqrt(mass[:-1] * mass[1:])
    values, vectors = eigh_tridiagonal(diagonal / mass * 1e-24, off * 1e-24)
    freq = np.sqrt(np.clip(values, 0, None))
    waves = np.cos(np.outer(times * 1e12, freq)) * vectors[0]
    layer = waves @ vectors[0]
    surface = waves @ vectors[1] * np.sqrt(mass[0] / mass[1])
    return layer - surface


times = np.linspace(0.1e-12, 6e-12, 200)
damped = {}
for name, (density, speed) in supports.items():
    Z = density * speed
    rate = K / Z
    omega_d = np.sqrt(omega0**2 - rate**2 / 4)
    formula = np.exp(-rate * times / 2) * (
        np.cos(omega_d * times)
        - rate / (2 * omega_d) * np.sin(omega_d * times))
    error = np.max(np.abs(column_motion(density, speed, times) - formula))
    assert error < 0.02   # finite cell size of the column
    damped[name] = (Z, rate, omega_d * to_cm, omega0 / rate, error)

# Three atomic planes S-Mo-S, lower S bound to an immobile support
fraction_S = mass_S / (mass_Mo + 2 * mass_S)
planes = rho * np.array([fraction_S, 1 - 2 * fraction_S, fraction_S])
k_in = planes[0] * (internal_cm / to_cm)**2
stiff = np.array([[K + k_in, -k_in, 0], [-k_in, 2 * k_in, -k_in],
                  [0, -k_in, k_in]])
dynamical = stiff / np.sqrt(np.outer(planes, planes))
nu_planes = np.sqrt(np.linalg.eigvalsh(dynamical)[0]) * to_cm
shift_planes = nu_planes - nu0
above = np.array([1 - fraction_S, fraction_S])
shift_formula = -nu0 * K / (2 * k_in) * np.sum(above**2)
assert abs(shift_planes / shift_formula - 1) < 0.05   # second order in K/k

# Thermal height fluctuations of the bound, bendable layer
kT = sc.k * temperature
u2 = kT / (8 * np.sqrt(K * bending))
q0 = (K / bending)**0.25


def height_spectrum(t):
    q = q0 * t
    return q0 * q * kT / (2 * np.pi * (K + bending * q**4))


u2_numeric = quad(height_spectrum, 0, np.inf, epsabs=0, epsrel=1e-9)[0]
assert abs(u2_numeric / u2 - 1) < 1e-6


def static_stiffness(strength):
    """Free-energy curvature at its minimum, in units of K."""
    def energy(y):
        return (y**-9 - 3 * y**-3) / 54

    def free_energy(y):
        curvature = (10 * y**-11 - 4 * y**-5) / 6
        return energy(y) + strength * mp.sqrt(curvature)

    y_min = mp.findroot(lambda y: mp.diff(free_energy, y), mp.mpf(1))
    return float(mp.diff(free_energy, y_min, 2)), float(y_min)


mp.mp.dps = 40
ratio = u2 / gap**2
weak = ratio / 100
weak_change = static_stiffness(mp.mpf(weak))[0] - 1
assert abs(weak_change / (-68.75 * weak) - 1) < 0.02
thermal_K, thermal_y = static_stiffness(mp.mpf(ratio))
thermal_shift = nu0 * (np.sqrt(thermal_K) - 1)

print(f"Areal density, given: {rho:.3e} kg/m2")
print(f"Interface stiffness, given: {K:.2e} N/m3")
print(f"MoS2 lattice constant, rough: {lattice*1e9:.3f} nm")
print(f"Atomic masses Mo, S: {mass_Mo:.2f}, {mass_S:.2f} u")
print(f"Areal density from lattice: {rho_lattice:.3e} kg/m2")
print(f"K/rho: {K/rho:.4e} s^-2")
print(f"Angular frequency: {omega0:.4e} rad/s")
print(f"Frequency: {omega0/(2*np.pi)*1e-12:.4f} THz")
print(f"Breathing wavenumber, immobile support: {nu0:.2f} cm^-1")
print(f"Quantum energy: {sc.hbar*omega0/sc.e*1e3:.3f} meV")
print(f"Period from integrated motion: {period:.4f} ps")
print(f"Wavenumber from that period: {nu_numeric:.3f} cm^-1")
print(f"Two identical free layers: {nu_pair:.2f} cm^-1")
for name, (Z, rate, nu_d, quality, error) in damped.items():
    density, speed = supports[name]
    print(f"{name}: density, rough: {density:.0f} kg/m3")
    print(f"{name}: sound speed, rough: {speed:.0f} m/s")
    print(f"{name}: impedance Z: {Z:.3e} kg/(m2 s)")
    print(f"{name}: damping rate K/Z: {rate*1e-12:.3f} ps^-1")
    print(f"{name}: amplitude 1/e time: {2e12/rate:.2f} ps")
    print(f"{name}: damped wavenumber: {nu_d:.2f} cm^-1")
    print(f"{name}: nominal width: {rate*to_cm:.2f} cm^-1")
    print(f"{name}: quality factor: {quality:.2f}")
    print(f"{name}: largest column-formula difference: {error:.4f}")
print(f"Internal mode, rough: {internal_cm:.0f} cm^-1")
print(f"Internal spring k: {k_in:.3e} N/m3")
print(f"Internal-flexibility shift, matrix: {shift_planes:.3f} cm^-1")
print(f"Internal-flexibility shift, formula: {shift_formula:.3f} cm^-1")
print(f"Temperature: {temperature:.0f} K")
print(f"kT as wavenumber: {kT/(sc.h*sc.c*100):.1f} cm^-1")
print(f"Bending rigidity, rough: {bending/sc.e:.1f} eV")
print(f"Equilibrium gap, rough: {gap*1e9:.2f} nm")
print(f"Adhesion energy of 9-3 wall: {adhesion:.3f} J/m2")
print(f"Thermal rms height: {np.sqrt(u2)*1e12:.2f} pm")
print(f"Mean-square height / gap squared: {ratio:.3e}")
print(f"Thermal gap increase: {(thermal_y-1)*gap*1e12:.2f} pm")
print(f"Static stiffness change, first order: {-6875*ratio:.2f} %")
print(f"Static stiffness change, full: {(thermal_K-1)*100:.2f} %")
print(f"Thermal shift estimate: {thermal_shift:.2f} cm^-1")
print("OK")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 135, in <module>
    weak_change = static_stiffness(mp.mpf(weak))[0] - 1
                  ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 129, in static_stiffness
    return float(mp.diff(free_energy, y_min, 2)), float(y_min)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
TypeError: float() argument must be a string or a real number, not 'mpc'
```

Diagnosis: The fault was in the numerical search for the free-energy minimum, not in the physics. With a single starting point at separation/gap = 1, the secant method takes its second point at 1.25, beyond the inflection of the 9-3 wall, where the curvature is negative and its square root is complex. The search now starts from two real points near the minimum, 1 and 1.001, and a new assertion checks that the minimum found lies inside the stable well. No formula, tested quantity or tolerance is changed.

Diff:

```diff
@@ -122,9 +122,14 @@
         return (y**-9 - 3 * y**-3) / 54
 
+    def wall_curvature(y):
+        return (10 * y**-11 - 4 * y**-5) / 6
+
     def free_energy(y):
-        curvature = (10 * y**-11 - 4 * y**-5) / 6
-        return energy(y) + strength * mp.sqrt(curvature)
+        return energy(y) + strength * mp.sqrt(wall_curvature(y))
 
-    y_min = mp.findroot(lambda y: mp.diff(free_energy, y), mp.mpf(1))
+    # Both starting points lie where the wall curvature is positive
+    start = (mp.mpf(1), mp.mpf("1.001"))
+    y_min = mp.findroot(lambda y: mp.diff(free_energy, y), start)
+    assert mp.im(y_min) == 0 and wall_curvature(y_min) > 0
     return float(mp.diff(free_energy, y_min, 2)), float(y_min)
 
```

The mended program passes:

```
Areal density, given: 3.070e-06 kg/m2
Interface stiffness, given: 5.00e+19 N/m3
MoS2 lattice constant, rough: 0.316 nm
Atomic masses Mo, S: 95.95, 32.06 u
Areal density from lattice: 3.074e-06 kg/m2
K/rho: 1.6287e+25 s^-2
Angular frequency: 4.0357e+12 rad/s
Frequency: 0.6423 THz
Breathing wavenumber, immobile support: 21.42 cm^-1
Quantum energy: 2.656 meV
Period from integrated motion: 1.5569 ps
Wavenumber from that period: 21.424 cm^-1
Two identical free layers: 30.30 cm^-1
sapphire: density, rough: 3980 kg/m3
sapphire: sound speed, rough: 11100 m/s
sapphire: impedance Z: 4.418e+07 kg/(m2 s)
sapphire: damping rate K/Z: 1.132 ps^-1
sapphire: amplitude 1/e time: 1.77 ps
sapphire: damped wavenumber: 21.21 cm^-1
sapphire: nominal width: 6.01 cm^-1
sapphire: quality factor: 3.57
sapphire: largest column-formula difference: 0.0003
silica: density, rough: 2200 kg/m3
silica: sound speed, rough: 5900 m/s
silica: impedance Z: 1.298e+07 kg/(m2 s)
silica: damping rate K/Z: 3.852 ps^-1
silica: amplitude 1/e time: 0.52 ps
silica: damped wavenumber: 18.83 cm^-1
silica: nominal width: 20.45 cm^-1
silica: quality factor: 1.05
silica: largest column-formula difference: 0.0021
Internal mode, rough: 400 cm^-1
Internal spring k: 3.491e+21 N/m3
Internal-flexibility shift, matrix: -0.104 cm^-1
Internal-flexibility shift, formula: -0.104 cm^-1
Temperature: 300 K
kT as wavenumber: 208.5 cm^-1
Bending rigidity, rough: 10.0 eV
Equilibrium gap, rough: 0.30 nm
Adhesion energy of 9-3 wall: 0.167 J/m2
Thermal rms height: 7.61 pm
Mean-square height / gap squared: 6.427e-04
Thermal gap increase: 1.46 pm
Static stiffness change, first order: -4.42 %
Static stiffness change, full: -4.36 %
Thermal shift estimate: -0.47 cm^-1
OK
```
